Term-dependent and configuration-average Hartree-Fock for the carbon 2p² terms

**Setting.** A carbon atom has Z = 6 and the configuration 1s²2s²2p². Take a point nucleus of infinite mass, the nonrelativistic Hamiltonian with Coulomb forces, and a wavefunction built from this one configuration. Each orbital is P(r)/r times a normalized angular function, with ∫P² dr = 1, and both 2p electrons share one radial function P_p. The label s runs over 1s and 2s. With κ = e²/(4πε₀), define

h_l = −(ħ²/2m)[d²/dr² − l(l+1)/r²] − Zκ/r

I(a) = ∫ P_a h_l P_a dr

Y^k_ab(r) = κ ∫ (r_<^k / r_>^(k+1)) P_a(r′) P_b(r′) dr′

F^k(a,b) = ∫ P_a² Y^k_bb dr

G^k(a,b) = ∫ P_a P_b Y^k_ab dr

Here r_< and r_> are the smaller and larger of r and r′, and radial integrals run from 0 to ∞.

**(a) Find the terms of 2p² and the interaction energy of the two 2p electrons in each.**

*Answer.* Let n and n′ be the unit vectors towards the two electrons, and γ the angle between them. The multipole expansion is

κ/r₁₂ = κ Σ_k (r_<^k / r_>^(k+1)) P_k(cos γ), with cos γ = n·n′.

Write ⟨…⟩ for the average over the sphere. The real p functions, normalized in this average, are √3 n_i with i = x, y, z. A product n_i n_k contains only angular ranks 0 and 2, so only the multipoles k = 0 and k = 2 contribute. The first gives F⁰(2p,2p) in every state. The second gives F²(2p,2p) times a matrix element of

P₂(cos γ) = ½[3 Σ_ab n_a n_b n′_a n′_b − 1].

The required average is a symmetric isotropic tensor:

⟨n_i n_k n_a n_b⟩ = (δ_ik δ_ab + δ_ia δ_kb + δ_ib δ_ka)/15.

The factor 1/15 follows on setting i = k and a = b and summing: the left side is 1 and the bracket is 9 + 3 + 3. Let M_ik,ab be three times this average. Multiplying out the nine products of Kronecker symbols gives

Σ_ab M_ik,ab M_jl,ab = [7δ_ik δ_jl + 2δ_ij δ_kl + 2δ_il δ_jk]/25.

The 7 is 3 from Σ_ab δ_ab δ_ab, plus 4 from the four products that contain one δ_ab. The matrix element between the pair states (i,j) and (k,l) is therefore

V_ij,kl = ½[3 Σ_ab M_ik,ab M_jl,ab − δ_ik δ_jl]
= −(2/25)δ_ik δ_jl + (3/25)(δ_ij δ_kl + δ_il δ_jk).

A general pair state is Σ_ij T_ij (√3 n_i)(√3 n′_j), and V turns its coefficients into

(VT)_ij = −(2/25)T_ij + (3/25)(δ_ij tr T + T_ji).

There are three kinds of eigenvector.

- T antisymmetric: three components, which transform as a vector, so L = 1. The eigenvalue is (−2 − 3)/25 = −1/5.
- T symmetric and traceless: five components, L = 2. The eigenvalue is (−2 + 3)/25 = 1/25.
- T_ij = δ_ij: one component, L = 0. The eigenvalue is (−2 + 3·3 + 3)/25 = 2/5.

The Pauli principle pairs an antisymmetric spatial function with a spin triplet and a symmetric one with a singlet. The terms are thus ³P, ¹D and ¹S, with 9, 5 and 1 states, and

E_pair = F⁰(2p,2p) + c F²(2p,2p), c(³P) = −1/5, c(¹D) = 1/25, c(¹S) = 2/5.

The mean over the 15 states is

c_av = [9(−1/5) + 5(1/25) + 2/5]/15 = −2/25.

**(b) Write the total energy of each term.**

*Answer.* Two electrons in one s orbital contribute F⁰(s,s). Between 1s² and 2s² there are four Coulomb pairs, and two of them have parallel spins and exchange: 4F⁰(1s,2s) − 2G⁰(1s,2s).

A 2p electron meets two Coulomb partners in a closed s shell and exchanges with the one of parallel spin. The s density is spherical, so each Coulomb integral is F⁰(s,2p). In the exchange integral the angular factor for each electron is √3 n_i, which is pure rank 1, so only k = 1 survives, with weight

3⟨⟨n_i n′_i (n·n′)⟩⟩ = 3 Σ_a ⟨n_i n_a⟩² = 3(1/3)² = 1/3,

where the double bracket averages over both directions. Each 2p electron therefore adds 2F⁰(s,2p) − G¹(s,2p)/3. This is the action of a spherical, spin-independent one-electron operator, so it is the same for all states of 2p². Altogether

E_T = A + c_T F²(2p,2p),

A = 2Σ_s I(s) + 2I(2p) + Σ_s F⁰(s,s) + 4F⁰(1s,2s) − 2G⁰(1s,2s)
 + Σ_s [4F⁰(s,2p) − (2/3)G¹(s,2p)] + F⁰(2p,2p).

The form of A is common to the terms. Its value is not, once the orbitals differ. Replacing c_T by c_av gives the energy averaged over the 15 states with common orbitals.

**(c) Derive the radial Hartree-Fock equations.**

*Answer.* Vary P_p by δP, which vanishes at r = 0 and at infinity, so that h₁ can be moved from one factor to the other. The terms containing P_p change by

δ[2I(2p)] = 4∫δP h₁P_p dr

δ[4F⁰(s,2p)] = 8∫δP Y⁰_ss P_p dr

δ[−(2/3)G¹(s,2p)] = −(4/3)∫δP Y¹_sp P_s dr

δ[F⁰(2p,2p) + cF²(2p,2p)] = 4∫δP (Y⁰_pp + cY²_pp)P_p dr.

The factor 4 in the last line arises because P_p occurs four times. Normalization is imposed by subtracting 2ε_p(∫P_p² dr − 1), whose variation is 4ε_p∫δP P_p dr. Since δP is arbitrary, division by 4 gives

[h₁ + 2Σ_s Y⁰_ss + Y⁰_pp + cY²_pp]P_p − (1/3)Σ_s Y¹_sp P_s = ε_p P_p.

For an s orbital, let s′ be the other one. The same procedure, again after division by 4, gives h₀P_s from 2I(s), Y⁰_ss P_s from F⁰(s,s), 2Y⁰_s′s′ P_s − Y⁰_s′s P_s′ from the interaction of the s shells, and 2Y⁰_pp P_s − (1/3)Y¹_sp P_p from that with 2p. If the sum over t includes both s orbitals, the result is

[h₀ + 2Σ_t Y⁰_tt + 2Y⁰_pp]P_s − Σ_t Y⁰_ts P_t − (1/3)Y¹_sp P_p = ε_s P_s.

The term t = s contributes 2 − 1 = 1 times Y⁰_ss P_s, as required. Orthogonality of 1s and 2s would add an off-diagonal multiplier. A rotation among the two filled s shells leaves the wavefunction unchanged, so the rotation that makes the multiplier matrix diagonal may be chosen. Orthogonality of s and p is ensured by their angular functions.

The coefficient c appears explicitly in the 2p equation alone. The s orbitals depend on the term through P_p.

**(d) Solve the equations for the three terms and for the configuration average. Give the energies.**

*Answer.* Set r = a₀x with a₀ = ħ²/(mκ) = 5.29177×10⁻¹¹ m. Then ħ²/(ma₀²) = κ/a₀ = 1 hartree, and h_l in hartree becomes

−½[d²/dx² − l(l+1)/x²] − Z/x.

Each P is expanded in 44 orthonormal functions proportional to x^(l+1) e^(−βx) L_n^(2l+2)(2βx), where L_n is a generalized Laguerre polynomial and β = 4. The equations become matrix eigenvalue problems, solved in a cycle:

1. Choose starting orbitals.
2. Compute all Y^k and build the s and p matrices.
3. Average these matrices with those of the previous cycle, which damps oscillations.
4. Take the two lowest s eigenvectors and the lowest p eigenvector as new orbitals.
5. Return to step 2 until the orbitals satisfy their own equations.

The results are as follows, with energies in hartree and the mean 2p radius in a₀.

³P: A = −37.639959, F² = 0.243302, radius 1.714
¹D: A = −37.640694, F² = 0.234066, radius 1.772
¹S: A = −37.637556, F² = 0.219862, radius 1.871
average: A = −37.640602, F² = 0.238706, radius 1.743

Hence

E(³P) = −37.639959 − 0.20 × 0.243302 = −37.688619 hartree

E(¹D) = −37.640694 + 0.04 × 0.234066 = −37.631331 hartree

E(¹S) = −37.637556 + 0.40 × 0.219862 = −37.549611 hartree

E_av = −37.640602 − 0.08 × 0.238706 = −37.659698 hartree.

A larger c puts a higher price on F². If the 2p function is stretched uniformly by a factor λ, F² falls as 1/λ, so expansion is one way to reduce it. The radii grow with c accordingly. The numerical check inserts the solutions into the radial equations at separate points, and also recomputes the energies with Gaussian functions without using the formula of part (b).

**(e) Find the splittings from the average orbitals and compare them with those from part (d).**

*Answer.* With common orbitals A cancels from every difference:

E(¹D) − E(³P) = (1/25 + 1/5)F²_av = 0.24 × 0.238706 = 0.057289 hartree

E(¹S) − E(¹D) = (2/5 − 1/25)F²_av = 0.36 × 0.238706 = 0.085934 hartree.

Their ratio is 0.36/0.24 = 3/2 for any common set of orbitals. Separate solutions give

E(¹D) − E(³P) = −37.631331 + 37.688619 = 0.057288 hartree = 1.559 eV

E(¹S) − E(¹D) = −37.549611 + 37.631331 = 0.081720 hartree = 2.224 eV,

with ratio 1.4265. From unrounded energies, the first splitting changes by −1.76 microhartree when each term receives its own orbitals. The second changes by −4213.79 microhartree, which is 4.9 percent of its average-orbital value of 2.338 eV.

**(f) Prove that separate orbitals make the ratio smaller than 3/2, assuming that each solution is the true minimum of its energy functional.**

*Answer.* Let subscripts P, D and S mark quantities evaluated with the orbitals of ³P, ¹D and ¹S. The ¹D orbitals are allowed trial functions for the other two terms, so

E(³P) ≤ A_D − (1/5)F²_D and E(¹S) ≤ A_D + (2/5)F²_D.

With E(¹D) = A_D + (1/25)F²_D these become

E(¹D) − E(³P) ≥ 0.24 F²_D = 0.056176 hartree

E(¹S) − E(¹D) ≤ 0.36 F²_D = 0.084264 hartree.

F²_D is positive because its integrand is nowhere negative. Dividing the second inequality by the first gives a ratio of at most 3/2.

Equality would require the ¹D orbitals to minimize the ¹S energy as well. They would then satisfy the 2p equation for both values of c. Subtracting the two equations would leave

0.36 Y²_pp P_p = (difference of the two ε_p) P_p,

so Y²_pp would be constant wherever P_p is nonzero. But Y²_pp is positive and falls to zero at large r, where P_p has a tail. Equality is therefore impossible, and the ratio is strictly below 3/2.

**(g) Explain why one splitting hardly changes while the other changes by several percent.**

*Answer.* Treat c as a continuous parameter and let E(c) be the minimum of A + cF². Differentiation gives F²(c) plus a contribution from the change of the orbitals. That contribution is zero, because the energy is stationary under every change that preserves normalization and orthogonality. Thus

dE/dc = F²(c).

Put x = c − c_av and let F′ be dF²/dc at c_av. For small x,

E(c) = E_av + F²_av x + ½F′x² + …

The average orbitals give the energy A_av + cF²_av = E_av + F²_av x, which is the tangent to this curve. The energy gained when a term adopts its own orbitals is therefore

R_T = (tangent) − E(c_T) ≈ −½F′x_T².

The distances from the average are

x(³P) = −0.20 + 0.08 = −0.12

x(¹D) = 0.04 + 0.08 = 0.12

x(¹S) = 0.40 + 0.08 = 0.48.

The terms ³P and ¹D lie equally far from the average on opposite sides, and ¹S lies four times as far. At second order their relaxation energies are in the ratio 1:1:16. A central difference of solutions near c_av gives F′ = −0.038478 hartree, so

R(³P) ≈ R(¹D) ≈ ½ × 0.038478 × 0.0144 = 277 microhartree

R(¹S) ≈ ½ × 0.038478 × 0.2304 = 4433 microhartree.

The full calculations give 276.17, 277.93 and 4491.72 microhartree for ³P, ¹D and ¹S. The changes in the splittings are differences of these gains:

¹D−³P: R(³P) − R(¹D) = 276.17 − 277.93 = −1.76 microhartree

¹S−¹D: R(¹D) − R(¹S) = 277.93 − 4491.72 = −4213.79 microhartree.

The close agreement for ¹D−³P is thus a cancellation. Each of the two terms relaxes by more than a hundred times the change in their splitting. The cancellation rests on c_av being the midpoint of the two coefficients. It removes the second-order part and leaves terms of third and higher order. No such cancellation protects ¹S−¹D.

Most of the ¹S gain belongs to the 2p orbital. If 1s and 2s are held at their average forms and 2p alone is optimized, 95 percent of R(¹S) is recovered.

**(h) State what these splittings leave out.**

*Answer.* They are differences of single-configuration energies. The configuration 1s²2p⁴ has even parity, like 1s²2s²2p², and it also has ³P, ¹D and ¹S terms, because four electrons in a p shell leave two holes. Symmetry therefore allows each term to mix with its partner there. With common orbitals this mixing lowers ³P and ¹D by the same amount and ¹S by more. Other correlation can shift all three energies by different amounts. The bound of 3/2 was proved for the Hartree-Fock functional, and the proof does not carry over to correlated energies. Spin-orbit coupling, also absent here, splits ³P into levels of different total angular momentum.

Term-dependent orbitals thus remove the constraint of common orbitals but not that of a single configuration. A splitting that barely changes between the two orbital choices, as ¹D−³P does, is not thereby shown to be close to experiment.

Table of computed values

```
bohr radius = 5.29177211e-11 m
hartree energy = 4.35974472e-18 J
hartree energy = 27.211386 eV
angular eigenvalues of P2: [-0.2   0.04  0.4 ]
average coefficient c_av = -0.080000
3P: E = -37.688619 hartree, A = -37.639959 hartree
3P: F2 = 0.243302 hartree, <r>_2p = 1.71449 bohr
3P: eps 1s, 2s, 2p = -11.32552, -0.70563, -0.43334 hartree
1D: E = -37.631331 hartree, A = -37.640694 hartree
1D: F2 = 0.234066 hartree, <r>_2p = 1.77200 bohr
1D: eps 1s, 2s, 2p = -11.35150, -0.71867, -0.38134 hartree
1S: E = -37.549611 hartree, A = -37.637556 hartree
1S: F2 = 0.219862 hartree, <r>_2p = 1.87059 bohr
1S: eps 1s, 2s, 2p = -11.39159, -0.73967, -0.31006 hartree
average: E = -37.659698 hartree, A = -37.640602 hartree
average: F2 = 0.238706 hartree, <r>_2p = 1.74252 bohr
average: eps 1s, 2s, 2p = -11.33844, -0.71206, -0.40690 hartree
3P with average orbitals: E = -37.688343 hartree
1D with average orbitals: E = -37.631053 hartree
1S with average orbitals: E = -37.545119 hartree
1D-3P own orbitals = 0.057288 hartree = 1.5589 eV
1D-3P average orbitals = 0.057289 hartree = 1.5589 eV
1D-3P own minus average = -1.76 microhartree
1S-1D own orbitals = 0.081720 hartree = 2.2237 eV
1S-1D average orbitals = 0.085934 hartree = 2.3384 eV
1S-1D own minus average = -4213.79 microhartree
1S-3P own orbitals = 0.139008 hartree = 3.7826 eV
1S-3P average orbitals = 0.143224 hartree = 3.8973 eV
1S-3P own minus average = -4215.55 microhartree
ratio (1S-1D)/(1D-3P), own orbitals = 1.4265
ratio (1S-1D)/(1D-3P), average orbitals = 1.5000
dF2/dc at c_av = -0.038478 hartree
3P relaxation = 276.17 microhartree, quadratic estimate = 277.04 microhartree
1D relaxation = 277.93 microhartree, quadratic estimate = 277.04 microhartree
1S relaxation = 4491.72 microhartree, quadratic estimate = 4432.67 microhartree
relaxation ratio 1S/3P = 16.264
relaxation ratio 1S/1D = 16.161
share of 1S relaxation from 2p alone = 95.12 percent
largest energy change with other basis = 7.5e-09 hartree
largest virial error |E/T + 1| = 6.6e-10
equation residual, decay 2.5/bohr, 36 functions = 4.8e-04 (atomic units)
equation residual, decay 4.0/bohr, 36 functions = 1.2e-05 (atomic units)
equation residual, decay 4.0/bohr, 44 functions = 1.9e-06 (atomic units)
3P Gaussian check minus radial E = 32.57 microhartree
1D Gaussian check minus radial E = 32.48 microhartree
1S Gaussian check minus radial E = 32.45 microhartree
```
